**Velocity-correlation and displacement routes to the tracer diffusivity**

The program tests $\frac12 dM/dt=\int_0^t C(s)\,ds$, where $M$ is the mean-squared displacement of a tagged atom, $C$ its equilibrium velocity autocorrelation function and $D$ the common long-time limit. The model is a Langevin atom in a cosine potential, with rough parameters for interstitial copper in silicon at 900 °C. $M$ is computed from the characteristic function of the displacement, without using $C$. The program asserts agreement of the two routes at all sampled times, of the infinite-time slope with the integral, and of the late intercept with the first moment of $C$. It also asserts convergence with basis size, the strong-friction limit, and agreement with stochastic trajectories within four standard errors. Two further cases show where the conditions matter: undamped oscillators, and a non-equilibrium start whose late slope gives $D$ while its velocity integral does not. The output gives $D=0.00836\ \mathrm{nm^2/ps}$, or $8.4\times10^{-5}\ \mathrm{cm^2/s}$, by both routes. It also lists estimates of the effects that the model neglects.

## Numerical verification

```python
# Result under test: for a tagged atom in stationary classical equilibrium,
#   (1/2) dM/dt = integral_0^t C(s) ds   at every t,
# so the late slope of M and the full integral of C give the same D.
#   M(t) = <[x(t)-x(0)]^2>, C(t) = <v(0) v(t)>, D = tracer diffusivity.
# Model: Langevin atom, mass m, friction gamma, in the periodic potential
#   U(x) = (B/2) [1 - cos(2 pi x/a)], temperature T.
# M is found from F(k,t) = <exp(ik[x(t)-x(0)])>, without using C.
# Internal units: nm, ps, eV. Velocity basis: Hermite; position basis: Fourier.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import iv

temperature = const.convert_temperature(900.0, "Celsius", "Kelvin")
mass = 63.546 * const.atomic_mass
barrier = 0.18       # eV, rough
period = 0.235       # nm, rough
friction = 10.0      # 1/ps, model choice
kT = const.k * temperature / const.e
ev_over_mass = const.e / mass * 1e-6      # nm^2/ps^2 per eV
v_th = np.sqrt(kT * ev_over_mass)
q = 2 * np.pi / period
omega = q * np.sqrt(barrier * ev_over_mass / 2)


def generator(k, gamma, height, n_fourier=9, n_hermite=24):
    """Backward Langevin generator, symmetrized by the Boltzmann weight."""
    m = np.arange(-n_fourier, n_fourier + 1)
    size = len(m)
    sine = (np.eye(size, k=-1) - np.eye(size, k=1)) / 2j
    derivative = np.diag(1j * (q * m + k))
    half_force = height * q / (4 * kT) * sine
    lower = np.diag(np.sqrt(np.arange(1, n_hermite)), 1)
    return (np.kron(lower, v_th * (derivative - half_force))
            + np.kron(lower.T, v_th * (derivative + half_force))
            - gamma * np.kron(np.diag(np.arange(n_hermite)), np.eye(size)))


def state(n, height, n_fourier=9, n_hermite=24):
    """Hermite state n times the square root of the Boltzmann density."""
    m = np.arange(-n_fourier, n_fourier + 1)
    u = iv(np.abs(m), height / (4 * kT))
    return np.kron(np.eye(n_hermite)[n], u / np.linalg.norm(u))


def diffusivity(gamma, height, n_fourier=9, n_hermite=24):
    """Infinite-time integral of C, by a linear solve."""
    basis = (n_fourier, n_hermite)
    e0, e1 = state(0, height, *basis), state(1, height, *basis)
    matrix = generator(0.0, gamma, height, *basis) - np.outer(e0, e0)
    return -v_th**2 * (e1 @ np.linalg.solve(matrix, e1)).real


dt, n_steps = 0.005, 1000
time = dt * np.arange(n_steps + 1)


def evolve(matrix, lefts, right):
    """Real parts of left . exp(matrix t) . right on the time grid."""
    step = expm(matrix * dt)
    vector = right.astype(complex)
    rows = []
    for _ in time:
        rows.append([(left @ vector).real for left in lefts])
        vector = step @ vector
    return np.array(rows).T


e0, e1, e2, e3 = [state(n, barrier) for n in range(4)]
L0 = generator(0.0, friction, barrier)
# Non-equilibrium start: equilibrium density times v^2/v_th^2.
hot_density = e0 + np.sqrt(2) * e2
hot_velocity = 3 * e1 + np.sqrt(6) * e3
C, C_hot = v_th**2 * evolve(L0, [e1, hot_velocity], e1)
k_small = 0.01
F, F_hot = evolve(generator(k_small, friction, barrier),
                  [e0, hot_density], e0)
M = 2 * (1 - F) / k_small**2
M_hot = 2 * (1 - F_hot) / k_small**2

# Identity at all times: M from F against integrals of C.
spline = CubicSpline(time, C)
running = spline.antiderivative(1)(time)
M_from_C = 2 * spline.antiderivative(2)(time)
identity_error = np.max(np.abs(M - M_from_C)) / M[-1]
assert identity_error < 2e-5
half_slope = np.gradient(M, dt, edge_order=2) / 2
D = running[-1]
assert np.max(np.abs(half_slope - running)[1:-1]) < 2e-3 * D

# Infinite-time slope from the slowest decay rate of F.
k_mode = 0.02
rates = -np.linalg.eigvals(generator(k_mode, friction, barrier)).real
D_mode = np.min(rates) / k_mode**2
assert abs(D_mode / D - 1) < 2e-4
assert abs(diffusivity(friction, barrier) / D - 1) < 1e-4
assert abs(diffusivity(friction, barrier, 12, 34) / D - 1) < 1e-4

# Intercept of the late straight line.
intercept = -2 * CubicSpline(time, time * C).integrate(0, time[-1])
late_intercept = M[-1] - 2 * D_mode * time[-1]
assert abs(late_intercept - intercept) < 1e-3 * M[-1]

# Backscattering: signed areas of C.
fine = np.linspace(0, time[-1], 50001)
C_fine = spline(fine)
area_plus = np.trapezoid(np.maximum(C_fine, 0), fine) if hasattr(
    np, "trapezoid") else np.trapz(np.maximum(C_fine, 0), fine)
area_minus = D - area_plus
assert C.min() < 0 and area_minus < 0
first_zero = fine[np.argmax(C_fine < 0)]

# Strong-friction limit against the overdamped periodic-potential formula.
strong = 200.0
D_overdamped = v_th**2 / strong / iv(0, barrier / (2 * kT))**2
strong_ratio = diffusivity(strong, barrier) / D_overdamped
assert abs(strong_ratio - 1) < 0.01

# Without equilibrium the slope still gives D, the integral does not.
hot_integral = CubicSpline(time, C_hot).integrate(0, time[-1])
i4 = int(round(4.0 / dt))
hot_slope = (M_hot[-1] - M_hot[i4]) / (2 * (time[-1] - time[i4]))
assert abs(hot_slope / D - 1) < 2e-3
assert abs(hot_integral / D - 1) > 0.3

# Undamped harmonic ensemble: M from trajectories against lag integral.
t, s, w, v2 = sp.symbols("t s w v2", positive=True)
M_osc = v2 / w**2 * (sp.cos(w*t) - 1)**2 + v2 / w**2 * sp.sin(w*t)**2
lag = 2 * sp.integrate((t - s) * v2 * sp.cos(w * s), (s, 0, t))
assert sp.simplify(sp.expand(M_osc - lag)) == 0
M_number = sp.lambdify((t, w, v2), M_osc, "numpy")
slope_number = sp.lambdify((t, w, v2), sp.diff(M_osc, t) / 2, "numpy")
t_osc = (2000 * np.pi + np.array([0.5, 1.5]) * np.pi) / omega
osc_slopes = slope_number(t_osc, omega, v_th**2)
osc_ratio = M_number(t_osc[0], omega, v_th**2) / (2 * t_osc[0])
assert osc_slopes[0] > 0 > osc_slopes[1]
assert osc_ratio < 1e-3 * osc_slopes[0]

# Direct stochastic trajectories, started from equilibrium.
rng = np.random.default_rng(7)
n_atoms = 40000
cell = np.linspace(-period / 2, period / 2, 4001)
weight = np.exp(-barrier / (2 * kT) * (1 - np.cos(q * cell)))
cdf = np.concatenate([[0], np.cumsum((weight[1:] + weight[:-1]) / 2)])
x0 = np.interp(rng.random(n_atoms), cdf / cdf[-1], cell)
v0 = v_th * rng.standard_normal(n_atoms)
x, v = x0.copy(), v0.copy()
pull = barrier * ev_over_mass * q / 2
damp = np.exp(-friction * dt)
kick = v_th * np.sqrt(1 - damp**2)
force = -pull * np.sin(q * x)
velocity_sum = v0 / 2
i1 = int(round(1.0 / dt))
saved = {}
for i in range(1, n_steps + 1):
    v += force * (dt / 2)
    x += v * (dt / 2)
    v *= damp
    v += kick * rng.standard_normal(n_atoms)
    x += v * (dt / 2)
    force = -pull * np.sin(q * x)
    v += force * (dt / 2)
    velocity_sum += v
    if i in (i1, n_steps):
        saved[i] = ((x - x0)**2, v0 * (velocity_sum - v / 2) * dt)


def mean_and_error(sample):
    return sample.mean(), sample.std(ddof=1) / np.sqrt(len(sample))


sim_slope, sim_slope_err = mean_and_error(
    (saved[n_steps][0] - saved[i1][0]) / (2 * (time[-1] - time[i1])))
sim_gk1, sim_gk1_err = mean_and_error(saved[i1][1])
sim_gk5, sim_gk5_err = mean_and_error(saved[n_steps][1])
exp_slope = (M[-1] - M[i1]) / (2 * (time[-1] - time[i1]))
assert abs(sim_slope - exp_slope) < 4 * sim_slope_err
assert abs(sim_gk1 - running[i1]) < 4 * sim_gk1_err
assert abs(sim_gk5 - running[-1]) < 4 * sim_gk5_err
assert sim_gk5_err > 1.5 * sim_gk1_err

# Sizes of neglected effects.
D_low_friction = diffusivity(friction / 2, barrier)
D_high_friction = diffusivity(friction * 2, barrier)
D_low_barrier = diffusivity(friction, barrier - 0.02)
D_high_barrier = diffusivity(friction, barrier + 0.02)
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bonds = bonds / np.sqrt(3)
# Equal rate per exit; a straight chain has two exits.
network_factor = np.sum(bonds[:, 0]**2) / 2
memory = 1 / (2 * np.pi * 15.0)      # ps, lattice cutoff roughly 15 THz


def crossing_rate(tau):
    return brentq(lambda y: y*y + y*friction/(1 + y*tau) - omega**2,
                  0, 2 * omega)


memory_factor = crossing_rate(memory) / crossing_rate(0.0)
u = const.hbar * omega * 1e12 / (const.k * temperature)
quantum_factor = np.sinh(u / 2) / np.sin(u / 2)
permittivity = 11.7                 # silicon, rough
coulomb_length = const.e / (4 * np.pi * const.epsilon_0
                            * permittivity * kT) * 1e9
pair_volume = 4 * np.pi * quad(
    lambda r: r*r*np.exp(coulomb_length / r), period, coulomb_length / 2)[0]
pair_factors = [1 / (1 + pair_volume * n * 1e-21) for n in (1e17, 1e19)]


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature T", temperature, "K", 6)
show("thermal energy kT", kT, "eV")
show("copper mass", mass / const.atomic_mass, "u")
show("barrier B", barrier, "eV")
show("B/kT", barrier / kT)
show("period a", period, "nm")
show("friction gamma", friction, "1/ps")
show("thermal velocity sqrt(kT/m)", v_th, "nm/ps")
show("C(0)", C[0], "nm^2/ps^2")
show("well angular frequency", omega, "rad/ps")
print("t[ps] C[nm2/ps2] M[nm2] half-slope int(C) M/2t [nm2/ps]")
for moment in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0, 4.0):
    i = int(round(moment / dt))
    print(f"{moment:.2f} {C[i]:.3e} {M[i]:.6f} {half_slope[i]:.6f} "
          f"{running[i]:.6f} {M[i]/(2*time[i]):.6f}")
show("first zero of C", first_zero, "ps", 3)
show("positive area of C", area_plus, "nm^2/ps")
show("negative area of C", area_minus, "nm^2/ps")
show("D, integral of C to 5 ps", D, "nm^2/ps", 6)
show("D, infinite-time slope", D_mode, "nm^2/ps", 6)
show("D in engineering units", D * 0.01, "cm^2/s", 4)
show("free D = kT/(m gamma)", v_th**2 / friction, "nm^2/ps")
show("max error of M identity / M(5 ps)", identity_error, "", 2)
show("intercept from first moment of C", intercept, "nm^2", 4)
show("intercept from late M", late_intercept, "nm^2", 4)
show("D/overdamped formula, gamma=200/ps", strong_ratio)
show("non-equilibrium start: late half-slope", hot_slope, "nm^2/ps")
show("non-equilibrium start: integral", hot_integral, "nm^2/ps")
show("undamped: half-slope, phase pi/2", osc_slopes[0], "nm^2/ps", 4)
show("undamped: half-slope, phase 3pi/2", osc_slopes[1], "nm^2/ps", 4)
show("undamped: M/2t after 1000 periods", osc_ratio, "nm^2/ps", 3)
print(f"trajectories: {n_atoms} atoms, step {dt} ps")
print(f"slope 1-5 ps: {sim_slope:.5f} +- {sim_slope_err:.5f} nm^2/ps")
print(f"int(C) to 1 ps: {sim_gk1:.5f} +- {sim_gk1_err:.5f} nm^2/ps")
print(f"int(C) to 5 ps: {sim_gk5:.5f} +- {sim_gk5_err:.5f} nm^2/ps")
show("D at half friction", D_low_friction, "nm^2/ps", 4)
show("D at double friction", D_high_friction, "nm^2/ps", 4)
show("D at B = 0.16 eV", D_low_barrier, "nm^2/ps", 4)
show("D at B = 0.20 eV", D_high_barrier, "nm^2/ps", 4)
show("diamond network / straight chain", network_factor, "", 4)
show("friction memory time", memory, "ps", 3)
show("rate factor from friction memory", memory_factor, "", 4)
show("rate factor from quantum motion", quantum_factor, "", 6)
show("relative permittivity (rough)", permittivity, "", 3)
show("Coulomb length e^2/(4 pi eps kT)", coulomb_length, "nm", 4)
show("Cu-B pairing volume", pair_volume, "nm^3", 3)
show("D factor, boron 1e17 cm^-3", pair_factors[0], "", 4)
show("D factor, boron 1e19 cm^-3", pair_factors[1], "", 3)
print("PASS")
```

Printed output:

```
temperature T: 1173.15 K
thermal energy kT: 0.10109 eV
copper mass: 63.546 u
barrier B: 0.18 eV
B/kT: 1.7805
period a: 0.235 nm
friction gamma: 10 1/ps
thermal velocity sqrt(kT/m): 0.39179 nm/ps
C(0): 0.1535 nm^2/ps^2
well angular frequency: 9.8837 rad/ps
t[ps] C[nm2/ps2] M[nm2] half-slope int(C) M/2t [nm2/ps]
0.05 8.776e-02 0.000324 0.005937 0.005942 0.003245
0.10 4.207e-02 0.001096 0.009107 0.009110 0.005480
0.20 -2.616e-03 0.003146 0.010649 0.010650 0.007864
0.50 -2.530e-03 0.008778 0.008392 0.008392 0.008778
1.00 2.738e-05 0.017101 0.008365 0.008365 0.008550
2.00 -2.517e-08 0.033827 0.008362 0.008362 0.008457
4.00 -5.784e-15 0.067276 0.008362 0.008362 0.008409
first zero of C: 0.189 ps
positive area of C: 0.010759 nm^2/ps
negative area of C: -0.0023972 nm^2/ps
D, integral of C to 5 ps: 0.00836226 nm^2/ps
D, infinite-time slope: 0.00836224 nm^2/ps
D in engineering units: 8.362e-05 cm^2/s
free D = kT/(m gamma): 0.01535 nm^2/ps
max error of M identity / M(5 ps): 2.4e-06
intercept from first moment of C: 0.0003777 nm^2
intercept from late M: 0.0003777 nm^2
D/overdamped formula, gamma=200/ps: 0.99901
non-equilibrium start: late half-slope: 0.0083622 nm^2/ps
non-equilibrium start: integral: 0.027528 nm^2/ps
undamped: half-slope, phase pi/2: 0.01553 nm^2/ps
undamped: half-slope, phase 3pi/2: -0.01553 nm^2/ps
undamped: M/2t after 1000 periods: 2.47e-06 nm^2/ps
trajectories: 40000 atoms, step 0.005 ps
slope 1-5 ps: 0.00831 +- 0.00008 nm^2/ps
int(C) to 1 ps: 0.00850 +- 0.00027 nm^2/ps
int(C) to 5 ps: 0.00837 +- 0.00057 nm^2/ps
D at half friction: 0.01321 nm^2/ps
D at double friction: 0.004844 nm^2/ps
D at B = 0.16 eV: 0.009379 nm^2/ps
D at B = 0.20 eV: 0.007399 nm^2/ps
diamond network / straight chain: 0.6667
friction memory time: 0.0106 ps
rate factor from friction memory: 1.029
rate factor from quantum motion: 1.00035
relative permittivity (rough): 11.7
Coulomb length e^2/(4 pi eps kT): 1.217 nm
Cu-B pairing volume: 18.5 nm^3
D factor, boron 1e17 cm^-3: 0.9982
D factor, boron 1e19 cm^-3: 0.844
PASS
```
